The White-Bird potential as the exact derivative of a grid energy

A plane-wave program that follows a polar displacement path with a gradient-corrected functional can code the exchange-correlation potential in either of two ways. One choice is to expand the continuum functional derivative and evaluate its second derivatives on the grid. The other is to differentiate the energy sum that the calculation really evaluates. The choice decides whether the computed forces are the slopes of the computed energies, and so whether a barrier integrated from forces agrees with one taken from energy differences.

Hartree atomic units are used. A periodic cell of volume Ω carries N = N₁N₂N₃ uniform grid points R. The density n(R) is positive and spin-unpolarized. Let f(n, σ) be the exchange-correlation energy per volume, differentiable in both arguments, with σ the squared density gradient. Subscripts on f denote partial derivatives. The energy is defined by the finite sum

E_xc = (Ω/N) Σ_R f(n(R), σ(R)),  σ(R) = g(R)·g(R),

where g is the gradient obtained by Fourier interpolation. Using σ rather than |g| avoids a division by zero where the gradient vanishes.

The interpolation starts from the coefficients

n_G = (1/N) Σ_R' n(R') exp(−iG·R').

Each G is a combination m₁b₁ + m₂b₂ + m₃b₃ of reciprocal lattice vectors with integer m. Differentiating the series Σ_G n_G exp(iG·r) and returning to the grid gives

g(R) = Σ_G iG n_G exp(iG·R) = Σ_R' D(R−R') n(R'),

D(R) = (1/N) Σ_G iG exp(iG·R).

On an axis with an even number N_j of points, the integer −N_j/2 has no partner +N_j/2 in the set, although both give the same values on the grid. Neither sign is preferred, so this integer is replaced by zero in the factor iG, while the exponential is left alone.

Two properties of D follow. Reversing all integers, modulo the numbers of points, permutes the set of waves. It turns exp(iG·R) into exp(−iG·R) at every grid point, and the factor iG into −iG; the unpaired integer causes no trouble because its factor is zero. Relabelling the sum in this way gives

D(−R) = (1/N) Σ_G iG exp(−iG·R) = −(1/N) Σ_G iG exp(iG·R) = −D(R).

Complex conjugation gives D(R)* = −D(−R), which equals D(R). Thus D is real and odd. The argument used integers and not angles between axes, so it covers skew cells.

Now one grid value n(R) is varied and the others are held fixed. The gradient responds at every point R':

∂g(R')/∂n(R) = D(R'−R),

∂σ(R')/∂n(R) = 2 g(R')·D(R'−R).

The chain rule then gives

∂E_xc/∂n(R) = (Ω/N) { f_n(R) + 2 Σ_R' f_σ(R') g(R')·D(R'−R) }.

The potential is defined so that a density change costs dE_xc = (Ω/N) Σ_R v(R) δn(R), the grid form of an integral. Hence v(R) = (N/Ω) ∂E_xc/∂n(R). Because D is odd, D(R'−R) = −D(R−R'), and

v(R) = f_n(R) − 2 Σ_R' D(R−R')·[f_σ(R') g(R')].

This is the White-Bird potential. Its second term is minus the grid divergence of the vector field 2f_σ g, taken with the same operator that produced g. The oddness of D has done the work of integration by parts, with no remainder at finite N. One forward and three inverse Fourier transforms give g; three forward and one inverse give the divergence.

The argument extends to other gradient operators. If g = An with a real matrix A, the second term becomes 2Aᵀ(f_σ g), with the transpose. For the one-sided difference g_j = (n_{j+1} − n_j)/h on a ring of spacing h, the value n_j enters g_j with factor −1/h and g_{j−1} with factor +1/h. The gradient term is therefore

−2 [(f_σ g)_j − (f_σ g)_{j−1}]/h,

a backward difference. Using the forward difference again would not give the derivative of the energy.

Spin polarization changes only the chain rule. Let σ_ss = g_s·g_s for each spin s and σ_ud = g_u·g_d for the mixed product. A change of n_u alters σ_uu by 2g_u·δg_u and σ_ud by g_d·δg_u, so

v_u = f_{n_u} − div(2 f_{σ_uu} g_u + f_{σ_ud} g_d),

where div is the grid divergence. Exchanging u and d gives the other potential.

In the continuum, the same variation and an integration by parts lead to v = f_n − 2∇·(f_σ∇n). Discretized in this unexpanded form with the operator D, it is the White-Bird potential. The alternative is to expand first. The product rule gives

∇·(f_σ∇n) = f_σ∇²n + ∇n·∇f_σ,

and the chain rule gives

∇f_σ = f_σn ∇n + f_σσ ∇σ.

With H the matrix of second derivatives of n, ∇σ = 2H∇n. Therefore

v_exp = f_n − 2f_σ∇²n − 2f_σn σ − 4f_σσ g·H·g.

In the continuum, for smooth fields, this is the same function. On a grid it generally is not, because the product rule can fail. Take 13 points on an axis of length 5 bohr and the waves cos 4x and sin 5x, with x = 2πz/(5 bohr). Their product is ½(sin 9x + sin x). The grid holds integers up to 6, so sin 9x is indistinguishable from sin(9−13)x = −sin 4x. Differentiating the grid values gives, in units of 2π/(5 bohr),

½(−4 cos 4x + cos x).

The product rule, with each factor differentiated correctly, gives

½(9 cos 9x + cos x) = ½(9 cos 4x + cos x)

at the grid points. The difference has amplitude 13/2, and 6.5 × 2π/5 = 8.168 bohr⁻¹, which is the largest error found numerically. For waves 2 and 3 the sum, 5, fits on the grid, and the error is 1.7×10⁻¹⁴ bohr⁻¹, at the level of rounding.

A nonlinear f_σ generates waves beyond those of n, so this folding, called aliasing, generally separates v_exp from v. There is an exception that shows what is needed: if f is a function of n alone plus cσ with constant c, both formulas reduce to f_n − 2c∇²n, with the Laplacian formed by applying D twice, and they agree on any grid.

A small skew cell makes the distinction concrete. It has 6 × 5 × 4 points and random densities between 0.1 and 0.5 bohr⁻³, deliberately rough. With the PBE functional, the energy was differentiated numerically with respect to each of the 120 grid values. The White-Bird potential reproduces all derivatives within 2.5×10⁻¹¹ Ha. The expanded potential misses by up to 0.088 Ha, more than the largest gradient contribution itself, 0.061 Ha.

There is also a test that needs no energy. If a potential is the derivative of some grid energy, its response ∂v(R)/∂n(R') is proportional to a mixed second derivative and must be symmetric in R and R'. The norm of the antisymmetric difference J − Jᵀ, relative to that of the response matrix J, is 1.9×10⁻¹¹ for White-Bird and 0.24 for the expanded form. The latter is therefore not the derivative of this energy or of any other twice differentiable energy on that grid.

The derivative must next reach the orbitals. For doubly occupied orbitals with plane-wave coefficients c_Gi,

ψ_i(R) = Ω^(−1/2) Σ_G c_Gi exp(iG·R),  n(R) = 2 Σ_i |ψ_i(R)|².

A variation gives δn = 4 Re Σ_i δψ_i*ψ_i. Inserting it into dE_xc = (Ω/N) Σ_R v δn cancels Ω and leaves

dE_xc = 4 Re Σ_i Σ_GG' δc_Gi* V_GG' c_G'i,

V_GG' = (1/N) Σ_R v(R) exp[−i(G−G')·R].

Nothing here requires the grid to hold the density without aliasing, since the energy was defined by the grid values. A test on 9 points per axis, which hold integers up to 4 while the density reaches 6, gives 0.05367114 Ha for a chosen orbital variation, both from the formula and by numerical differentiation.

The consequence for forces follows from the total energy E, the sum of kinetic, electrostatic and exchange-correlation parts. Let an ion coordinate τ change, with the plane-wave set fixed, and let a prime denote d/dτ. The Hellmann-Feynman force F_HF is minus the derivative of E at fixed coefficients. Then

dE/dτ = −F_HF + 4 Re Σ_i c_i'†H c_i,

where H now denotes the Hamiltonian matrix containing V. Suppose the orbitals were made self-consistent with some potential v_used, so that H_used c_i = ε_i c_i. Write H = H_used + (V − V_used). The first part contributes 4ε_i Re c_i'†c_i, which vanishes because c_i†c_i = 1 at every τ. The rest, read backwards through the orbital formula, is a density sum:

F_HF + dE/dτ = (Ω/N) Σ_R [v(R) − v_used(R)] dn(R)/dτ.

For v_used = v the right side is zero, and the force is the slope of the grid energy. For v_used = v_exp an error of first order in the potential difference remains. The energy itself suffers less: it is stationary at the White-Bird solution, so its excess is of second order.

A model with an off-centre ion shows the sizes. Two electrons occupy one orbital in a cubic cell of side 5 bohr, with PBE and the Γ point alone. Two Gaussian ions of charge 1 lie on a line along z, at heights 0.1 and 2.3 bohr. The second is off centre between periodic images of the first and is the one moved. The centred position, 2.6 bohr, is an energy minimum along z, and the energy rises steadily as the ion moves from there to 1.66 bohr, so the model has a restoring force but no polar double well and no barrier on that path. With ion coefficients ρ_G, the electrostatic energy is

E_es = (Ω/2) Σ_{G≠0} 4π|n_G − ρ_G|²/G².

The moved ion, of charge q and width w, has coefficients ρ_A,G = (q/Ω) exp(−G²w²/2 − iG·τ). Differentiating its phase gives the force along z,

F_HF = −Ω Re Σ_{G≠0} iG_z φ_G* ρ_A,G,  φ_G = 4π(n_G − ρ_G)/G².

The basis has 123 plane waves, with a cutoff of 7.1 Ha. Orbital integers reach 3 and density integers 6, so 13 points per axis hold the density exactly.

With smooth ions, of widths 0.6 and 1.0 bohr, the choice of potential hardly matters. The force is 0.0246 Ha/bohr, and the expanded potential misses its own energy slope by 1.5×10⁻¹⁰ Ha/bohr. Sharper ions, of widths 0.3 and 0.5 bohr, change this with the basis and grid held fixed. The White-Bird force is 0.0406 Ha/bohr, or 2.09 eV/Å, and agrees with the numerical slope within 2×10⁻¹² Ha/bohr. The expanded potential now misses by −7.94×10⁻⁷ Ha/bohr, about 5000 times the smooth-ion value. On 11 points per axis, too few to hold the density, the mismatch is +4.66×10⁻⁶ Ha/bohr, or 2.4×10⁻⁴ eV/Å. Its sign has changed, so a correction found on one grid does not carry over to another. On a fixed grid the size and sign also change with the position of the ion, so it does not carry over to another geometry either. The density sum derived above predicts −7.94×10⁻⁷ and +4.66×10⁻⁶ Ha/bohr, which identifies the potential difference as the source.

The energy excess of the expanded solution is far smaller, 5.4×10⁻¹¹ Ha on the full grid and 1.2×10⁻⁹ Ha on the reduced one. A good total energy is thus no evidence of a consistent force. If the reduced-grid mismatch stayed constant over a displacement of 0.5 Å, the work integrated from forces would be wrong by 2.4×10⁻⁴ × 0.5 = 1.2×10⁻⁴ eV, or 0.12 meV, relative to the energy difference. It does not stay constant: as the moved ion goes from 2.6 to 1.66 bohr, the mismatch ranges between about +5×10⁻⁶ and −1.3×10⁻⁵ Ha/bohr and the integrated error is about 0.07 meV, so the figure gives an order of magnitude only.

Refining the grid with the sharp-ion orbital held fixed brings the two potentials together. Their root-mean-square difference falls from 3.5×10⁻⁴ Ha at 13 points per axis to 1.7×10⁻⁵ Ha at 21 and 9.5×10⁻⁸ Ha at 35. Meanwhile E_xc stays at −0.50204277 Ha to all printed digits. All three grids hold the density, so g and H are exact at the grid points and v_exp already has its continuum values there. What changes is the White-Bird potential, because the field f_σ g contains waves that fold on a coarse grid. Exact point values do not make v_exp the derivative of the grid energy, and convergence of the energy does not show that the two potentials agree.

Exactness with respect to a grid energy is not exactness with respect to the continuum. The grid marks preferred positions, so E_xc can change when everything is shifted rigidly by s. On a grid that holds the density, the kinetic and electrostatic energies do not change, because the phases of n_G and ρ_G cancel. To first order, stationarity allows the relaxed orbitals to be replaced by the shifted ones. The net force on all ions is then −dE_xc/ds. For the sharp ions both sides are −1.224×10⁻⁷ Ha/bohr. At 21 points per axis the self-consistent net force has shrunk to −4.6×10⁻¹⁰ Ha/bohr. The White-Bird potential reports this spurious force faithfully; a finer grid reduces it.

Other errors in the model are larger. Enlarging the basis to 257 waves, with 17 grid points per axis, changes the sharp-ion force by −7.6×10⁻⁴ Ha/bohr, about 2 per cent and nearly a thousand times the full-grid mismatch. A further step to 515 waves on 21 points moves it by another −2.5×10⁻⁵ Ha/bohr, to 0.0398 Ha/bohr, so the value 0.0406 is not converged in the basis. It is further still from convergence in k sampling: on a shifted 2 × 2 × 2 mesh with the lowest band filled the force is about 0.023 Ha/bohr, and in the Γ-point potential the two lowest bands overlap, so the model does not represent an insulating crystal. With 257 waves on 17 points the mismatch of the expanded potential is only about 7×10⁻⁹ Ha/bohr. The two errors differ in kind: a small basis gives the consistent slope of a less accurate energy, while the expanded potential breaks the link between force and energy. Going to 21 points with the basis fixed changes the total energy by 7.9×10⁻⁵ Ha but the force by only 2×10⁻⁷ Ha/bohr. The finer grid admits further waves of the ion charges, where n_G is zero. Their contribution to E_es contains the ions alone and is mostly self-energy, which does not depend on position.

These magnitudes should not be carried over to a ferroelectric oxide. The model has one orbital, where an oxide has many, and an oxide calculation uses other ions, another cutoff and another grid. The model does not determine how far this moves the mismatch. The density sum does: it needs the two potentials at one geometry and the self-consistent densities at neighbouring displacements. If a pseudopotential adds a partial core density n_c that moves with its ion, f is evaluated at n + n_c, and the explicit force gains −(Ω/N) Σ_R v dn_c/dτ, with the same v. When v_used enters this term as well, the density sum for the mismatch must contain dn/dτ + dn_c/dτ in place of dn/dτ.

Low density needs separate care. For gradient-corrected exchange, f is n^(4/3) times a function of σ/n^(8/3), so at small reduced gradients f_σ grows as n^(−4/3), and rounding errors in g are amplified in that term. In PBE the correlation part cancels this term as the reduced gradient goes to zero, so the total f_σ is far smaller there. In a decaying tail the reduced gradient is large and the cancellation is lost: for |g| = 1.2 bohr⁻¹ × n, the total |f_σ| rises about a thousandfold between 10⁻¹ and 10⁻⁴ bohr⁻³. It then levels off near 40 atomic units below about 10⁻⁶ bohr⁻³, because the PBE exchange enhancement saturates at large reduced gradient. For the sharp ions on the full grid the lowest density is about 4.8×10⁻³ bohr⁻³, so the model does not probe a vacuum region. If f is switched off below some density, f_n and f_σ must be derivatives of the switched function. Cutting off the potential separately gives up the identity between force and slope. The numerical output that follows lists the main values used here.

Values computed for the example and the checks

```
SKEW CELL, grid 6 x 5 x 4, random density 0.1-0.5 bohr^-3
largest gradient part of potential: 0.0614 Ha
White-Bird minus numerical derivative, max: 2.5e-11 Ha
expanded minus numerical derivative, max: 0.0879 Ha
response asymmetry, White-Bird: 1.9e-11 (relative)
response asymmetry, expanded: 0.2424 (relative)
PRODUCT RULE on 13 points per axis, largest error
waves 2 and 3: 1.7e-14 bohr^-1; waves 4 and 5: 8.168 bohr^-1
POLAR MODEL, PBE, Gamma point, 2 electrons
cell side: 5.0 bohr; ion charges: 1 and 1 e
smooth ion widths, fixed and moved: 0.6 and 1.0 bohr
sharp ion widths, fixed and moved: 0.3 and 0.5 bohr
ion heights z, fixed and moved: 0.1 and 2.3 bohr
plane waves: 123; cutoff: 7.106 Ha
SMOOTH ions, 13 points per axis: force on moved ion
White-Bird force: 0.02461243 Ha/bohr
White-Bird, minus energy slope: 0.02461243 Ha/bohr
White-Bird mismatch: 1.5e-11 Ha/bohr
expanded mismatch: 1.539e-10 Ha/bohr
expanded mismatch, first-order formula: 1.538e-10 Ha/bohr
SHARP ions, 13 points per axis: force on moved ion
White-Bird force: 0.04061071 Ha/bohr
White-Bird, minus energy slope: 0.04061071 Ha/bohr
White-Bird mismatch: 1.7e-12 Ha/bohr
expanded mismatch: -7.942e-07 Ha/bohr
expanded mismatch, first-order formula: -7.943e-07 Ha/bohr
SHARP ions, reduced grid, 11 points per axis: force on moved ion
White-Bird force: 0.04062436 Ha/bohr
White-Bird, minus energy slope: 0.04062436 Ha/bohr
White-Bird mismatch: 2.5e-12 Ha/bohr
expanded mismatch: 4.656e-06 Ha/bohr
expanded mismatch, first-order formula: 4.656e-06 Ha/bohr
SHARP ions, 13 points per axis: further results
density range: 4.80e-03 to 0.0864 bohr^-3
gap between levels 1 and 2: 0.7070 Ha
total energy, White-Bird: 0.32969826 Ha
energy excess, expanded: 5.36e-11 Ha
energy excess, expanded, reduced grid: 1.15e-09 Ha
White-Bird force: 2.08829 eV/angstrom
expanded mismatch: -4.08e-05 eV/angstrom
same, reduced grid: 2.39e-04 eV/angstrom
net force on both ions: -1.2238e-07 Ha/bohr
minus slope of shifted E_xc: -1.2238e-07 Ha/bohr
ORBITAL DERIVATIVE of E_xc, aliased grid, 9 points per axis
numerical: 0.05367114 Ha; formula: 0.05367114 Ha
SAME ORBITAL, FINER GRIDS: White-Bird minus expanded
13 points: rms 3.5e-04, max 2.6e-03, E_xc -0.50204277 Ha
21 points: rms 1.7e-05, max 1.8e-04, E_xc -0.50204277 Ha
35 points: rms 9.5e-08, max 1.2e-06, E_xc -0.50204277 Ha
REMAINING ERRORS, sharp ions, White-Bird, self-consistent
21-point grid, energy change: 7.94e-05 Ha
21-point grid, force change: 2.05e-07 Ha/bohr
21-point grid, net force: -4.56e-10 Ha/bohr
larger basis: 257 waves, 17 points per axis
larger basis, energy change: -1.04e-03 Ha
larger basis, force change: -7.57e-04 Ha/bohr
```
